# Why a bare tin-oxo dication is harder to ionize than in film

Consider a tin-oxo cage with charge +2 spread over a shell of radius 0.50 nm. In vacuum this charge raises the ionization energy of a cage orbital by 5.8 eV. Put two singly charged anions 0.60 nm from the centre, surround the complex with a polarizable film, and the rise falls to about 0.4 eV. The orbital need not have changed its bonding character. What has changed is mainly the electrostatic potential from which its electron is removed; the film's response to the ionization adds a smaller part.

## What is being compared

The ionization energy $I$ is the energy of the ionized system minus that of the initial system, with the electron at rest in vacuum. Ionization is vertical: nuclei stay fixed. Let $I_0$ be the ionization energy of a comparable bond without the potential of the cage's net charge. It already contains the bond's own energy and the electronic relaxation inside the molecule. The shift is

$$S=I-I_0 .$$

Charges are in units of the elementary charge, and $k=e^2/(4\pi\varepsilon_0)=1.44$ eV nm. In Hartree atomic units $k=1$.

Removing an electron adds a positive hole. In a potential $k\phi$ the electron has potential energy $-k\phi$, so its removal costs an additional $+k\phi$. Positive surroundings therefore raise $I$, and anions lower it.

The simplest cage model spreads both the net charge $Q$ and the hole over a shell of radius $b$. The charging energy of a shell is $kQ^2/(2b)$. Adding the hole changes it by

$$\frac{k}{2b}\left[(Q+1)^2-Q^2\right]=\frac{kQ}{b}+\frac{k}{2b}.$$

The last term is the hole's interaction with itself. It exists for a neutral molecule too, and belongs to $I_0$. The part due to the initial charge is

$$S_{\rm bare}=\frac{kQ}{b}.$$

For $Q=2$ and $b=0.50$ nm this is $1.44\times2/0.50=5.76$ eV.

## How the film responds to ionization

A film contains fixed counterions and polarization of two speeds. Electronic polarization follows the hole. Slow polarization, due to displaced nuclei and rotated groups, is in equilibrium with the initial charges but has no time to adjust during vertical ionization.

Let vectors $f$ and $s$ hold the fast and slow polarization coordinates, and $\rho$ all the fixed charges, cage and anions together. For a linear medium the polarization energy, with $k=1$, is

$$W=\tfrac12 f^TAf+f^TCs+\tfrac12s^TBs+\rho^T(Ff+Ds).$$

The matrices $A,B,C$ describe the cost of polarizing the medium, and $Ff+Ds$ is the potential that the polarization makes at the charges. Before ionization the fast part obeys

$$Af_0+Cs_0+F^T\rho_0=0.$$

Now add a hole $h$ while holding $s=s_0$. Subtracting the old equilibrium condition from the new one gives the fast change

$$\delta=-A^{-1}F^Th.$$

The energy change is

$$\begin{aligned}
\Delta W={}&\delta^T(Af_0+Cs_0+F^T\rho_0)\\
&+h^T(Ff_0+Ds_0)+\tfrac12\delta^TA\delta+h^TF\delta .
\end{aligned}$$

The first bracket vanishes. The last two terms are $+\tfrac12h^TFA^{-1}F^Th$ and $-h^TFA^{-1}F^Th$, so

$$\Delta W=h^T\phi_{\rm pol,0}+\tfrac12h^TG_{\rm fast}h,\qquad G_{\rm fast}=-FA^{-1}F^T.$$

The first term is the potential of the polarization already present. The second is the new response to the hole; its factor one half accounts for the energy spent in polarizing the medium. The direct Coulomb potential of the cage and anions must be added to the first term.

This fixes which permittivity goes where. The initial potential uses the static value $\epsilon_s$, and the response to the hole uses the optical value $\epsilon_f$.

## Reaction potential of a cavity

Place the cage in a spherical cavity of radius $a>b$. The interior has permittivity one. The molecule's electronic response to the hole is already in $I_0$; its response to the cage charge and the anions is neglected. The exterior has permittivity $\epsilon$.

For a unit charge at distance $r'$ from the centre, each angular component of the potential has the form

$$\frac{r'^l}{r^{l+1}}+B_lr^l\quad(r'<r<a),\qquad \frac{C_l}{r^{l+1}}\quad(r>a),$$

multiplied by the Legendre polynomial $P_l(\cos\gamma)$, where $\gamma$ is the angle between source and observation point. Write $\beta_l=B_la^{2l+1}$. Continuity of the potential at $r=a$ gives $C_l=r'^l+\beta_l$. Continuity of the normal displacement gives

$$-(l+1)r'^l+l\beta_l=-\epsilon(l+1)(r'^l+\beta_l).$$

Collecting the terms in $\beta_l$,

$$\beta_l[l+\epsilon(l+1)]=-(l+1)(\epsilon-1)r'^l.$$

The reaction potential inside the cavity is therefore

$$G_\epsilon(r,r',\gamma)=-\sum_{l=0}^{\infty}
\frac{(l+1)(\epsilon-1)}{l+\epsilon(l+1)}
\frac{(rr')^l}{a^{2l+1}}P_l(\cos\gamma).$$

For a charge or hole spread evenly over a shell, only $l=0$ survives:

$$G_\epsilon=-\frac{1}{a}\left(1-\frac1\epsilon\right).$$

It is negative for a positive source, so polarization around the dication makes ionization easier.

## Counterions and medium share the work

Take a total anion charge $-Q$ at distance $R$ and average over its direction. There are two cases.

If the anions lie beyond the cavity boundary, $R>a$, their field is screened by the medium. Outside an anion shell it is $-Q/(\epsilon_sr^2)$, and inside the shell it is zero. The potential throughout the interior is thus $-Q/(\epsilon_sR)$. Adding the cage potential, its reaction potential and the fast response to the hole,

$$S_{\rm sep}=k\left[\frac Qb-\left(1-\frac1{\epsilon_s}\right)\frac Qa
-\frac{Q}{\epsilon_sR}-\frac{1}{2a}\left(1-\frac1{\epsilon_f}\right)\right].$$

If the anions are in contact with the cage and inside the same cavity, $b<R<a$, their direct potential is $-Q/R$. They also produce a reaction potential $+(1-1/\epsilon_s)Q/a$, which cancels the reaction potential of the cage. The complex is neutral, so its spherical average does not polarize the exterior. What remains is

$$S_{\rm con}=k\left[\frac Qb-\frac QR-\frac{1}{2a}\left(1-\frac1{\epsilon_f}\right)\right].$$

At $R=a$ both expressions have the initial-charge part $kQ(1/b-1/a)$, so they join.

The separated case can be rearranged as

$$S_{\rm sep}=k\left[Q\left(\frac1b-\frac1a\right)+\frac Q{\epsilon_s}\left(\frac1a-\frac1R\right)-\frac1{2a}\left(1-\frac1{\epsilon_f}\right)\right].$$

For large $\epsilon_s$ the middle term disappears: the medium supplies the compensation and the anion distance hardly matters. For $\epsilon_s=\epsilon_f=1$ the shift is $kQ(1/b-1/R)$, and the anions supply all of the compensation. Between these limits the two effects overlap, because the medium screens the anions as well as the cage.

## Size of the shift

Take $a=0.80$ nm, $\epsilon_s=4$ and $\epsilon_f=2.5$. The response to a spread hole is

$$-\frac{1.44}{2\times0.80}\left(1-\frac1{2.5}\right)=-0.54\ {\rm eV}.$$

With contact anions at $R=0.60$ nm, the anion potential contributes $-1.44\times2/0.60=-4.80$ eV. Hence

$$S_{\rm con}=5.76-4.80-0.54=0.42\ {\rm eV}.$$

The reduction from the bare cage is 5.34 eV, or 0.196 Ha.

With anions at 1.00 nm, the cage's reaction potential contributes $-1.44\times0.75\times2/0.80=-2.70$ eV. The screened anions contribute $-1.44\times2/(4\times1.00)=-0.72$ eV. Therefore

$$S_{\rm sep}=5.76-2.70-0.72-0.54=1.80\ {\rm eV}.$$

| Surroundings | Contact, $S$ (eV) | Separated, $S$ (eV) |
|---|---:|---:|
| None | 5.76 | 5.76 |
| Anions alone | 0.96 | 2.88 |
| Medium alone | 2.52 | 2.52 |
| Both | 0.42 | 1.80 |

The separate reductions must not be added. For contact anions they are 4.80 and 3.24 eV, which sum to 8.04 eV, whereas the true reduction in the model is 5.34 eV. The surplus of 2.70 eV is the cage's reaction potential, which disappears when the complex becomes neutral.

The small remainder is less certain than the large reduction. With the other parameters fixed, $b=0.45$ nm gives $S_{\rm con}=1.1$ eV and $b=0.55$ nm gives $-0.1$ eV. The model does not establish that a film value must lie above $I_0$.

## Where the hole sits

A localized hole sees two particular anions, not their angular average. Put them on opposite sides of the cage, at $\pm R$ on an axis, and put the hole at radius $b$ and angle $\theta$ from that axis. Their distances from the hole are

$$d_\pm=\sqrt{b^2+R^2\mp2bR\cos\theta}.$$

The cage charge stays spread over its shell. The full multipole sum changes the hole's own polarization energy from $-0.54$ to $-0.82$ eV, because a localized hole also induces dipolar and higher responses.

At $\theta=90^\circ$ both distances are 0.781 nm. The direct anion contribution is $-3.69$ eV, and the static reaction potential of the neutral complex adds $-0.22$ eV. The shift is $5.76-3.69-0.22-0.82=1.03$ eV. At $45^\circ$ the nearer anion is 0.431 nm away, and the same calculation gives 0.26 eV. These are sample directions, not assigned tin sites. Their difference of about 0.8 eV shows that equivalent bonds in a bare cage can become inequivalent beside anions.

## The effect in an electronic-structure calculation

A small quantum model shows the same potential acting on real orbitals. Hypothetical ions O(SnH$_3$)$_n$, with $n=2,3,4$ and charge $n-2$, were treated by restricted Hartree–Fock. Tin had the LANL2DZ effective core potential and basis, and the other atoms the 6-31G basis. The SnH$_3$ groups occupied tetrahedral directions around oxygen, with Sn–O and Sn–H distances of 0.210 and 0.170 nm. The geometries were not optimized.

The negative of the highest occupied orbital energy, which is the ionization energy with frozen orbitals, was 11.5, 16.5 and 20.5 eV for charges 0, +1 and +2. Composition changes along this series, and so does the orbital: it lies mostly on oxygen in the neutral member and on the Sn–H bonds in the two ions. The rise is therefore not a measurement of charge alone. Adding point anions to the dication while holding its geometry fixed is a cleaner comparison.

Two charges of $-1$ on opposite sides, each 0.80 nm from oxygen, lowered the dication's value from 20.45 to 16.83 eV. The drop of 3.62 eV is close to the central potential $2k/R=3.60$ eV. At 0.45 nm the value fell to 14.26 eV. That removes 6.2 eV of the 8.9 eV frozen-orbital difference between the dication and the neutral member. No dielectric was present in these calculations.

Frozen orbitals leave out relaxation. Separate self-consistent energies of the bare dication and its ionized form gave 19.7 eV, 0.8 eV below the frozen-orbital value. For the dication, relaxation is thus appreciable, though smaller than the drops caused by the point anions. It is 0.4 eV for the cation and 3.0 eV for the neutral member, which widens the gap between dication and neutral member from 8.9 to about 11.2 eV. The differences between members given above hold only for frozen orbitals. Hartree–Fock also omits electron correlation, and the small basis limits the absolute values.

## The anion may ionize first

The interaction between cage and anion works both ways. The negative potential of the anions makes the cage easier to ionize, while the positive potential of the dication makes an electron on the anion harder to remove. This need not put the anion below the cage orbitals.

For hydroxide, a coupled-cluster calculation with single, double and perturbative triple excitations, in the aug-cc-pVDZ basis and at an O–H distance of 0.097 nm, gives a free detachment energy of 1.63 eV. This is not converged in the basis: aug-cc-pVTZ on oxygen raises it to 1.73 eV, and the measured electron affinity of OH is 1.83 eV. At one contact position the cage adds $kQ/R=4.80$ eV. The other anion, 1.20 nm away, subtracts 1.20 eV. These two terms treat hydroxide as a point; the direction of its O–H bond changes their sum by about $\pm0.13$ eV. Static and fast polarization, evaluated with the multipole sum, contribute $+1.06$ and $-1.09$ eV, together $-0.03$ eV. This near cancellation depends on the cavity radius: the sum is $+1.1$ eV at $a=0.70$ nm, $+0.3$ eV at 0.75 nm and $-0.3$ eV at 0.90 nm, so the total below is uncertain by several tenths of an eV or more. The estimate is

$$1.63+4.80-1.20-0.03=5.20\ {\rm eV}.$$

For comparison, methylstannane, CH$_3$SnH$_3$, serves as a neutral molecule with a Sn–C bond. Relaxed Hartree–Fock energies at a fixed model geometry, with the same basis choice as above, give $I_0=9.86$ eV, with the hole in the Sn–C bond. Polarization functions lower this to 9.68 eV, and a coupled-cluster treatment of correlation raises it to 10.3–10.5 eV, so it is uncertain by about half an eV. The illustrative cage values are then 15.6 eV bare and 10.3 eV in the contact film. They are not predictions for a butyltin cage, whose own $I_0$ was not calculated. In this model, with the hole spread over the cage, hydroxide ionizes well before the cage.

The comparison mixes two levels of theory and omits hydrogen bonding and charge transfer between hydroxide and cage. It does not predict a film's ionization threshold. It does show that the lowest calculated ionization energy of a neutral complex cannot be assigned to the cage without inspecting the orbital or the hole density.

## Relation to a real resist

The parameters are rough sizes for the butyltin-oxo dodecamer, $[({\rm BuSn})_{12}{\rm O}_{14}({\rm OH})_6]^{2+}$, with small anions near its hydroxyl-bearing ends. The permittivities are rough values for a molecular film. A real cage is not a sphere, its charge is not an even shell, and its electrons partly screen the fields of the cage charge and the anions. In the examples above, changing the shell radius by 0.05 nm moves the result by 0.5 to 0.6 eV, and the two hole directions differ by 0.8 eV. A hole closer to an anion would be shifted much further, and a point charge is then no longer a fair description of the anion. Bulky anions, or anions displaced by solvent or packing, may be closer to the separated case.

Two further film effects are smaller for these numbers. Suppose twelve neighbouring neutral complexes sit at 1.60 nm in a face-centred cubic arrangement, with independently random anion axes. Summing their Coulomb potentials over 10,000 random arrangements and dividing by $\epsilon_s$ gives a root-mean-square site shift of 0.10 eV. This division screens too strongly: the leading moment of each neighbour is a quadrupole, and in a cavity of permittivity one it is reduced by $(2+3\epsilon_s)/5=2.8$ instead of 4. The shift is then about 0.14 eV. These values are for the cage centre, which is what a spread hole sees; a hole localized at radius $b$ sees roughly 0.18 eV. Correlated orientations could give more.

A nearby vacuum surface weakens the response to the hole. For a hole at depth $z$ below a flat surface, the image charge is $(\epsilon_f-1)/(\epsilon_f+1)$ at distance $2z$. Its potential is screened by $\epsilon_f$, and the response energy carries a factor one half:

$$\Delta S=\frac{k(\epsilon_f-1)}{4\epsilon_f(\epsilon_f+1)z}.$$

At $z=1.0$ nm this is $+0.06$ eV. The surface also changes the static potential of the initial complex, and a surface dipole shifts all levels relative to vacuum. Neither effect is included.

## What to do in a calculation

- Use a charge-neutral complex with explicit anions when the target is a film. Test several plausible anion positions, since their distance and direction matter.
- Surround that complex with a polarizable medium. For vertical ionization, equilibrate the initial state with $\epsilon_s$, then let only the fast response follow the hole.
- Do not correct a bare-cage result by adding an anion shift and a dielectric shift obtained separately. Calculate both together, or use the formula for the appropriate anion position.
- Identify where the hole resides. Compare cage orbitals with cage orbitals, and report anion ionization separately.
- Use the same energy reference as the experiment. The values here refer to vacuum; binding energies measured from the Fermi level also require the work function.

A bare-dication calculation remains appropriate for an isolated ion in the gas phase. Its large ionization energy is a property of that charged system, and becomes misleading when it is transferred unchanged to a neutral film.
